# The relativistic Scott function compared with the quadratic Schwinger term

**Setting.** Independent electrons move in the field of a point nucleus of charge $Z$. Put $\gamma=Z\alpha$ with $0<\gamma<1$, measure lengths in $\hbar/mc$ and energies in $mc^2$, and let $E$ include the rest energy. For the Dirac angular number $\kappa=\pm1,\pm2,\dots$ the radial equations are

$$P'=-\frac{\kappa}{r}P+\Big(1+E+\frac{\gamma}{r}\Big)Q,\qquad Q'=\frac{\kappa}{r}Q+\Big(1-E-\frac{\gamma}{r}\Big)P,$$

and each radial level holds $2|\kappa|$ states. The Schrödinger levels are $-\gamma^2/(2n^2)$, with $2n^2$ states including spin. The Scott function is

$$S(\gamma)=\sum_{n=1}^{\infty}t_n,\qquad t_n=\frac1{\gamma^2}\sum_{\text{states of shell }n}\Big[(E-1)+\frac{\gamma^2}{2n^2}\Big].$$

Since $\alpha^2mc^2$ is one hartree, $S$ is in units of $Z^2$ hartree. The subtraction is the regularisation: each Schrödinger shell contributes $2n^2\times(-1/2n^2)=-1$, so the unsubtracted sum diverges.

## (a) Find the Dirac levels and the number of states in each shell.

**Answer.** Let $k=|\kappa|$, $s=\sqrt{k^2-\gamma^2}$, $\lambda=\sqrt{1-E^2}$, and write

$$P=e^{-\lambda r}r^s\sum_{j\ge0}p_jr^j,\qquad Q=e^{-\lambda r}r^s\sum_{j\ge0}q_jr^j .$$

Equating powers of $r$ gives

$$(j+s+\kappa)p_j-\gamma q_j=\lambda p_{j-1}+(1+E)q_{j-1},$$
$$(j+s-\kappa)q_j+\gamma p_j=\lambda q_{j-1}+(1-E)p_{j-1}.$$

At $j=0$ the right sides vanish. A non-zero solution then needs $s^2=\kappa^2-\gamma^2$, as chosen, and has $q_0/p_0=(s+\kappa)/\gamma$.

At large $j$ the recursion matrix tends to $1/j$ times a matrix with eigenvalues $2\lambda$ and $0$. A series that does not end therefore grows like $e^{2\lambda r}$ and is not normalisable. Let the last term be $j=\nu$. The next right sides must vanish, which requires $\lambda p_\nu+(1+E)q_\nu=0$.

Because $\lambda^2=(1-E)(1+E)$, $\lambda$ times the first right side equals $(1+E)$ times the second. The left sides obey the same relation:

$$\lambda[(\nu+s+\kappa)p_\nu-\gamma q_\nu]=(1+E)[(\nu+s-\kappa)q_\nu+\gamma p_\nu].$$

Insert $q_\nu=-\lambda p_\nu/(1+E)$. The $\kappa$ terms cancel, leaving $2\lambda(\nu+s)=\gamma[(1+E)-(1-E)]=2\gamma E$. Squaring $\lambda(\nu+s)=\gamma E$ gives

$$E=\Big[1+\frac{\gamma^2}{(\nu+s)^2}\Big]^{-1/2}.$$

Conversely, inserting $\lambda(\nu+s)=\gamma E$ into the relation turns it into $(\gamma-\lambda\kappa)[\lambda p_\nu+(1+E)q_\nu]=0$, so the series does end unless $\lambda\kappa=\gamma$. As $\lambda=\gamma/\sqrt{(\nu+s)^2+\gamma^2}$, this exception is $\nu=0$, $\kappa>0$. There $q_0/p_0$ is positive, whereas termination needs a negative ratio, so that level is absent.

With $n=\nu+k$ and $\delta_k=k-\sqrt{k^2-\gamma^2}$, the effective quantum number is $\nu+s=n-\delta_k$. For $k<n$ both signs of $\kappa$ occur, giving $4k$ states; for $k=n$ only $\kappa=-n$ occurs, giving $2n$. The total is $2n(n-1)+2n=2n^2$, as in the Schrödinger case.

For $\gamma>\sqrt3/2$ and $k=1$ one has $s<1/2$, and the solution starting as $r^{-s}$ is also square-integrable at the origin. The choice $r^{+s}$, which continues the solution from smaller $\gamma$, is then part of the definition of $S$.

## (b) Show that every term is negative and that the sum converges. Find the first two terms of $t_n$ at large $n$ and fixed $\gamma$.

**Answer.** Since $\delta_k=\gamma^2/(k+\sqrt{k^2-\gamma^2})$ decreases with $k$, we have $n-\delta_k\le n-\delta_n=\sqrt{n^2-\gamma^2}$. The energy rises with the effective quantum number, so

$$E\le\Big[1+\frac{\gamma^2}{n^2-\gamma^2}\Big]^{-1/2}=\sqrt{1-\frac{\gamma^2}{n^2}}<1-\frac{\gamma^2}{2n^2}.$$

Every Dirac level lies below its Schrödinger partner.

For large $n$, expand $E$ in $\gamma^2/(n-\delta_k)^2$ and then in $\delta_k/n$. This is uniform in $k$ because $\delta_k\le\delta_1<1$. One level contributes

$$\frac{E-1}{\gamma^2}+\frac1{2n^2}=-\frac{\delta_k}{n^3}-\frac{3\delta_k^2}{2n^4}+\frac{3\gamma^2}{8n^4}+\dots\qquad(1)$$

Squaring $k-\delta_k=\sqrt{k^2-\gamma^2}$ gives $2k\delta_k=\gamma^2+\delta_k^2$. The weighted sum of the defects is therefore

$$\sum_{k<n}4k\delta_k+2n\delta_n=2\gamma^2(n-1)+2\sum_{k<n}\delta_k^2+\gamma^2+\delta_n^2=2\gamma^2n-b+O(1/n),$$

$$b=\gamma^2-2\sum_{k=1}^\infty\delta_k^2 .$$

The first term of (1) thus gives $-2\gamma^2/n^2+b/n^3$. The third, times $2n^2$ states, gives $+3\gamma^2/(4n^2)$. In the second, $4k\delta_k^2\approx\gamma^4/k$ at large $k$, so its sum grows like $\ln n$. The omitted terms are no larger, and

$$t_n=-\frac{5\gamma^2}{4n^2}+\frac b{n^3}+O\Big(\frac{\ln n}{n^4}\Big).$$

The sum converges. As all terms have one sign, it converges absolutely, and states may be summed in any order. Stopping after $N$ shells misses about $-5\gamma^2/(4N)$, which is a slow approach.

## (c) Find the leading term of $S$ for small $\gamma$.

**Answer.** Summing the Taylor coefficients shell by shell is allowed for the following reason. Let $u=\gamma^2$ be complex with $|u|\le1/4$. Then $|\delta_k|\le|u|/k$, since the square root has positive real part, and each $t_n$ is analytic in $u$. By (1), $|t_n|$ is bounded by a constant times

$$\frac1{n^3}\sum_{k\le n}4k\,\frac{|u|}k+\frac{|u|}{n^4}\,2n^2=O(1/n^2).$$

The series converges uniformly, so its Taylor coefficients add term by term.

To first order $\delta_k=\gamma^2/(2k)$, and (1) becomes $-\frac{\gamma^2}{2n^4}\big(\frac nk-\frac34\big)$. The weighted bracket sums to

$$\sum_{k<n}4k\Big(\frac nk-\frac34\Big)+2n\cdot\frac14=4n(n-1)-\frac32n(n-1)+\frac n2=\frac52n^2-2n .$$

Hence $t_n=-\gamma^2[5/(4n^2)-1/n^3]$ at this order. With $\zeta(2)=\pi^2/6$,

$$S\simeq-C\gamma^2,\qquad C=\frac{5\pi^2}{24}-\zeta(3)=0.85411 .$$

This is the quadratic Schwinger term; as an energy it is $-C\alpha^2Z^4$ hartree.

## (d) Find the next term.

**Answer.** Use $\delta_k=\gamma^2/(2k)+\gamma^4/(8k^3)+\dots$ and add to (1) the two further terms that reach order $\gamma^4$ (the term $-2\delta_k^3/n^5$ starts only at $\gamma^6$), $3\gamma^2\delta_k/(2n^5)$ and $-5\gamma^4/(16n^6)$. The coefficient of $\gamma^4$ for one level is

$$-\frac1{8n^3k^3}-\frac3{8n^4k^2}+\frac3{4n^5k}-\frac5{16n^6}.$$

Multiply by $4k$ and sum over $k<n$. For $k=n$ the four fractions add to $-1/(16n^6)$, and the weight $2n$ gives $-1/(8n^5)$. The shell coefficient is

$$-\frac1{2n^3}\sum_{k<n}\frac1{k^2}-\frac3{2n^4}\sum_{k<n}\frac1k+\Big(3-\frac58\Big)\frac{n-1}{n^5}-\frac1{8n^5}.$$

The last two terms combine to $19/(8n^4)-5/(2n^5)$. Define the double sums over $n>k\ge1$

$$A=\sum\frac1{n^3k^2},\qquad B=\sum\frac1{n^4k},\qquad D=\sum\frac1{n^2k^3}.$$

The coefficient of $\gamma^4$ in $S$ is then $-\frac12(A+3B)+\frac{19}8\zeta(4)-\frac52\zeta(5)$.

The combination $A+3B$ follows from writing $\zeta(2)\zeta(3)=\sum_{a,b\ge1}a^{-2}b^{-3}$ in two ways. Sorting by which index is larger gives $D+A+\zeta(5)$. Alternatively, let $n=a+b$ and use repeatedly

$$\frac1{a^ib^j}=\frac1n\Big(\frac1{a^{i-1}b^j}+\frac1{a^ib^{j-1}}\Big).$$

This gives

$$\frac1{ab^3}=\frac1{nb^3}+\frac1{n^2b^2}+\frac1{n^3}\Big(\frac1a+\frac1b\Big),$$
$$\frac1{a^2b^2}=\frac1{n^2}\Big(\frac1{a^2}+\frac1{b^2}\Big)+\frac2{n^3}\Big(\frac1a+\frac1b\Big).$$

Adding these and dividing by $n$,

$$\frac1{a^2b^3}=\frac1{n^2b^3}+\frac2{n^3b^2}+\frac1{n^3a^2}+\frac3{n^4}\Big(\frac1a+\frac1b\Big).$$

For fixed $n$, both $a$ and $b$ run from 1 to $n-1$, so the sum is $D+3A+6B$. Equating the two forms gives $2A+6B=\zeta(5)$, that is $A+3B=\zeta(5)/2$. Therefore

$$S=-C\gamma^2-Q\gamma^4+O(\gamma^6),\qquad Q=\frac{11}4\zeta(5)-\frac{19}8\zeta(4)=0.28103 .$$

Both terms are negative, so at small $\gamma$ the Schwinger term underestimates the magnitude of $S$. The fraction of $S$ it misses starts as $(Q/C)\gamma^2=0.329\,\gamma^2$.

## (e) Evaluate $S(0.9)$ reliably.

**Answer.** The $1s$ level has $E=\sqrt{1-0.81}=0.435890$. Its two states give

$$t_1=2\Big(\frac{0.435890-1}{0.81}+\frac12\Big)=-0.39286 .$$

For three shells, the levels with their numbers of states are:

- $k=1$: 0.435890 (2), 0.847316 (4), 0.938022 (4)
- $k=2$: 0.893029 (4), 0.951582 (8)
- $k=3$: 0.953939 (6)

The weighted sum of $E-1$ is $-3.07846$. Dividing by $0.81$ and adding 1 for each shell gives $-3.80057+3=-0.80057$. Direct integration of the radial equations gives the same levels.

Further raw sums are $-1.00335$ after 10 shells and $-1.09055$ after 100. The remainder after 100 shells should be near $-1.0125/100=-0.0101$, so more shells alone are an inefficient cure. Instead, add the tail from (b):

$$S\approx\sum_{n\le N}t_n-\frac{5\gamma^2}4\sum_{n>N}\frac1{n^2}+b\sum_{n>N}\frac1{n^3},$$

with an error of order $\ln N/N^3$. At $N=1500$, with $b=-0.0503$,

$$S(0.9)=-1.099953-0.000675=-1.10063 .$$

Summing over $n$ first at fixed $k$, and then over $k$, agrees with this procedure to better than $10^{-8}$ at all nine tabulated couplings.

## (f) Compare $S$ with the Schwinger term up to $\gamma=0.9$ and locate the discrepancy.

**Answer.** Energies are in $Z^2$ hartree; the last column is relative to $S$.

| $\gamma$ | $S$ | $-C\gamma^2$ | $-C\gamma^2-Q\gamma^4$ | missed by $-C\gamma^2$ |
|---|---|---|---|---|
| 0.1 | −0.00857 | −0.00854 | −0.00857 | 0.33 % |
| 0.2 | −0.03462 | −0.03416 | −0.03461 | 1.33 % |
| 0.3 | −0.07927 | −0.07687 | −0.07915 | 3.03 % |
| 0.4 | −0.14461 | −0.13666 | −0.14385 | 5.50 % |
| 0.5 | −0.23420 | −0.21353 | −0.23109 | 8.83 % |
| 0.6 | −0.35417 | −0.30748 | −0.34390 | 13.2 % |
| 0.7 | −0.51572 | −0.41851 | −0.48599 | 18.8 % |
| 0.8 | −0.74245 | −0.54663 | −0.66174 | 26.4 % |
| 0.9 | −1.10063 | −0.69183 | −0.87622 | 37.1 % |

The shortfall reaches 10 % at $\gamma=0.530$, or $Z\approx73$. The quartic term removes most of it at moderate coupling, but less than half at $\gamma=0.9$.

There the excess $S+C\gamma^2$ is $-0.4088$. The $k=1$ levels ($s_{1/2}$ and $p_{1/2}$) supply $-0.3936$, or 96 %; the $1s$ level alone supplies $-0.1904$, or 47 %. The quantum defects show why $k=1$ stands out. At $\gamma=0.9$, $\delta_1=1-0.4359=0.564$, against the first-order value $0.81/2=0.405$. For $k=2$ the values are $0.214$ and $0.2025$, which nearly agree. These figures hold for a point nucleus. With the physical $\alpha$, $\gamma=0.9$ means $Z\approx123$, where a nucleus of realistic size (rms radius about 6 fm) raises the $k=1$ levels of the first three shells by about $0.05\,Z^2$ hartree in total, roughly an eighth of the excess; at $Z=80$ the same effect is only about 5 hartree.

As $\gamma\to1$, $S$ stays finite but its slope diverges, because $d\sqrt{1-\gamma^2}/d\gamma\to-\infty$ moves every $k=1$ level downwards. A polynomial in $\gamma$ has no such singularity. Beyond $\gamma=1$ the exponent $s$ for $k=1$ is imaginary and this definition of $S$ ends.

## (g) Evaluate the energy shift for $Z=80$ and state what it means for an atom.

**Answer.** Here $\gamma=0.58379$ and $S=-0.33228$, so

$$Z^2S=6400\times(-0.33228)=-2126.6\ \text{hartree}=-57.87\ \text{keV}.$$

The Schwinger term gives $-6400\times0.85411\times0.58379^2=-1863.0$ hartree. It misses $-263.6$ hartree, or $-7.17$ keV, which is 12.4 % of the full value.

This is the shift of an infinite set of filled hydrogenic shells, not the relativistic energy of a mercury atom. The states occupied in mercury carry only 77 % of it even without screening, and a self-consistent exchange-only local-density calculation of the atom (point nucleus, Dirac minus Schrödinger) gives about $-1250$ hartree, some 59 % of $Z^2S$. The 7.17 keV is therefore the error of the Schwinger term for $Z^2S$, not for the atom. The shells beyond the sixth alone contribute about $-0.063$ to $S$, roughly a fifth of it; the two-term tail of (e) gives this value, while the cruder estimate $-5\gamma^2/(4N)$ at $N=6$ gives $-0.071$.

The link to neutral atoms is asymptotic. Let $Z$ grow at fixed $\gamma$, which means letting $\alpha=\gamma/Z$ shrink below its physical value. Shells of fixed $n$ lie at distances of order $1/Z$ bohr, where the Thomas–Fermi screening potential is nearly a constant of order $Z^{4/3}$ hartree. Such a constant moves Dirac and Schrödinger levels equally and cancels in their difference, which is of order $Z^2$. Since the sum over $n$ converges, this suggests that $S(\gamma)$ is the relativistic change of the $Z^2$ (Scott) coefficient in the atomic energy. The argument is heuristic: it does not control the outer shells or the electron interaction rigorously. The approach is also slow: filling $Z$ electrons into a Thomas–Fermi potential at $\gamma=0.584$ gives a shift of about $0.58$, $0.77$ and $0.84$ times $Z^2S$ at $Z=80$, $640$ and $2160$, a relative correction near $-2Z^{-1/3}$, so no real atom lies in the asymptotic regime.

## Numbers as computed

```
Schwinger coefficient C = 0.85411068
quartic coefficient Q = 0.28103365
g = 0.9: s for k=1 = 0.435890; search window E/mc^2 = 0 to 0.959184
kappa  n  E/mc^2 (radial equation)  E/mc^2 (formula)
-1  1  0.43588989  0.43588989
-1  2  0.84731632  0.84731632
-1  3  0.93802206  0.93802206
+1  2  0.84731632  0.84731632
+1  3  0.93802206  0.93802206
-2  2  0.89302855  0.89302855
-2  3  0.95158161  0.95158161
+2  3  0.95158161  0.95158161
-3  3  0.95393920  0.95393920
states in three shells = 28
three-shell sum from radial equation = -0.800573 Z^2 hartree
raw sum at g=0.9 after 1 shells = -0.392864 Z^2 hartree
raw sum at g=0.9 after 3 shells = -0.800573 Z^2 hartree
raw sum at g=0.9 after 10 shells = -1.003347 Z^2 hartree
raw sum at g=0.9 after 100 shells = -1.090549 Z^2 hartree
raw sum at g=0.9 after 1500 shells = -1.099953 Z^2 hartree
tail coefficients at g=0.9: 1/n^2: -1.012500, 1/n^3: -0.050298
tail added after 1500 shells = -0.00067479 Z^2 hartree
g  Z=g/alpha  S  -C g^2  -C g^2-Q g^4 (Z^2 hartree)  missed by -C g^2 (%)
0.1  13.70  -0.008569  -0.008541  -0.008569  0.33
0.2  27.41  -0.034625  -0.034164  -0.034614  1.33
0.3  41.11  -0.079274  -0.076870  -0.079146  3.03
0.4  54.81  -0.144609  -0.136658  -0.143852  5.50
0.5  68.52  -0.234201  -0.213528  -0.231092  8.83
0.6  82.22  -0.354170  -0.307480  -0.343902  13.18
0.7  95.93  -0.515722  -0.418514  -0.485990  18.85
0.8  109.63  -0.742450  -0.546631  -0.661742  26.37
0.9  123.33  -1.100628  -0.691830  -0.876216  37.14
largest difference of the two summations = 7.1e-10 Z^2 hartree
Q extrapolated from the direct sum = 0.281031
excess S + C g^2 at g=0.9 = -0.408798 Z^2 hartree
1s part of this excess = -0.190364 Z^2 hartree (46.57 %)
whole k=1 part = -0.393598 Z^2 hartree (96.28 %)
Schwinger term misses 10 % at g = 0.52961, Z = 72.58
Z = 80: g = 0.583788, S = -0.332282 Z^2 hartree
Z^2 S = -2126.61 hartree = -57.868 keV
Schwinger term = -1862.97 hartree
full minus Schwinger = -263.64 hartree = -7.174 keV
```
